# Plateau and zero-current hysteresis in a regular-solution electrode, part 1

(Sections cited here and not found follow in the second part.)

## First half: one particle, its potential and the plateau

**Q.** You say that a battery electrode can show one voltage while it fills and another while it empties, even when the current is so small that resistance plays no part. Before I object, tell me what is being filled and what energy it has.

**A.** The electrode is a powder of host particles. Each has \(M\) equal sites, and a site is empty or holds one singly charged ion, whose electron has entered the host with it. I count the pair as one neutral unit and call it an ion for short. Let \(n\) sites be filled, so that \(x=n/M\) is the filled fraction.

A single ion has site energy \(\epsilon\). Two ions attract each other, and I take the same energy \(-2\Omega/M\) for every pair, near or far. There are \(n(n-1)/2\) pairs, so
\[
E=\epsilon n-\frac{2\Omega}{M}\,\frac{n(n-1)}{2}
=\epsilon n-\frac{\Omega n^2}{M}+\frac{\Omega n}{M}.
\]
I write the site energy as \(\epsilon=\mu_0+\Omega-\Omega/M\), which defines \(\mu_0\). The terms \(\pm\Omega n/M\) cancel, and
\[
E=\mu_0 n+\Omega n-\frac{\Omega n^2}{M}
=\mu_0 n+\Omega\,\frac{n(M-n)}{M}.
\]
Per site this is \(\mu_0x+\Omega x(1-x)\). The number \(\Omega\) is therefore defined as the coefficient of \(x(1-x)\), and the threshold we shall find depends on that convention.

**Q.** Ions do not attract equally at all distances.

**A.** No. With short-ranged attraction the same energy follows if each ion is taken to see the average filling around it, which is the mean-field approximation. For equal attraction between all pairs there is no such approximation, because the energy depends on \(n\) alone. What I derive holds for this model, and for a real host only as far as mean field describes it.

**Q.** You still need the entropy.

**A.** The \(n\) ions can be placed in \(W=M!/[n!(M-n)!]\) ways, all with the same energy. For large numbers \(\ln M!\approx M\ln M-M\). The linear terms are \(-M+n+(M-n)=0\), so
\[
\ln W\approx M\ln M-n\ln n-(M-n)\ln(M-n).
\]
Insert \(n=Mx\) and \(M-n=M(1-x)\). The terms with \(\ln M\) add up to \(M\ln M\,[1-x-(1-x)]=0\), and what remains is
\[
\ln W\approx-M\,[x\ln x+(1-x)\ln(1-x)].
\]
The free energy is \(E-kT\ln W\). Divided by \(M\) it gives the regular-solution form
\[
g(x)=\mu_0x+\Omega x(1-x)+kT\,[x\ln x+(1-x)\ln(1-x)].
\]

**Q.** How does a voltage come out of this?

**A.** Through the free energy needed to add one ion. Since \(n=Mx\), the derivative of \(Mg\) with respect to \(n\) is \(g'(x)\). The derivative of the entropy bracket is \(\ln x+1-\ln(1-x)-1\), hence
\[
\mu(x)=g'(x)=\mu_0+\Omega(1-2x)+kT\ln\frac{x}{1-x}.
\]
I use atomic units in the algebra, so the elementary charge is 1. Against a counter electrode of fixed potential the cell voltage is \(V=-\mu+\text{constant}\). The minus sign says that ions which go in gladly, with low \(\mu\), give a high voltage. A difference of \(\mu\) in eV is numerically a voltage difference in volts.

**Q.** Now the plateau. What do you mean by the word, and why should it need a minimum attraction?

**A.** I mean a range of total filling over which the equilibrium potential does not change. Equilibrium is the lowest free energy at given total filling, so we must let the ions distribute themselves. Take many equal particles with fillings \(x_i\) and mean \(X\), and ask which distribution makes the mean of \(g(x_i)\) smallest.

The curvature of \(g\) decides. Differentiating \(\mu\) gives
\[
g''(x)=-2\Omega+kT\left(\frac1x+\frac1{1-x}\right)
=\frac{kT}{x(1-x)}-2\Omega .
\]
The product \(x(1-x)\) is largest at \(x=1/2\), where it equals \(1/4\). The smallest curvature is therefore \(4kT-2\Omega\).

Suppose first that \(\Omega\le2kT\). Then \(g''\ge0\) everywhere, and it vanishes at most at the single point \(x=1/2\). Such a function is strictly convex: the mean of \(g(x_i)\) is larger than \(g(X)\) unless all \(x_i\) are equal. All particles then carry the same filling, the potential is \(g'(X)\), and it rises strictly with \(X\). At \(\Omega=2kT\) the curve is horizontal at one point, but over no range. There is no plateau.

**Q.** That shows when there is none. It does not show that there is one as soon as \(\Omega\) exceeds \(2kT\).

**A.** For that, subtract the straight line \(\mu_0x\) and look at
\[
h(x)=g(x)-\mu_0x .
\]
At fixed \(X\) the mean of the subtracted term is \(\mu_0X\), whatever the distribution, so minimizing the mean of \(h\) is the same task. The function \(h\) is unchanged by \(x\to1-x\). Its stationary points obey
\[
\Omega(1-2x)+kT\ln\frac{x}{1-x}=0 .
\]
Put \(m=1-2x\), so that \(x=(1-m)/2\) and \(1-x=(1+m)/2\). The condition becomes
\[
\Omega m=kT\ln\frac{1+m}{1-m}=2kT\,\mathrm{artanh}\,m,
\qquad
m=\tanh\frac{\Omega m}{2kT}.
\]
One solution is \(m=0\). For others with \(m>0\), consider \(F(m)=\tanh(cm)-m\) with \(c=\Omega/2kT\). It starts at zero with slope \(c-1\), is strictly concave for \(m>0\), and is negative at \(m=1\). If \(c>1\), it first rises and then must cross zero once. If \(c\le1\), it falls from the start and has no root. So the extra pair \(\pm m\) exists precisely when \(\Omega>2kT\).

In that case \(h''(1/2)=4kT-2\Omega<0\), and the midpoint is a maximum. The slope of \(h\) tends to \(-\infty\) at \(x\to0\), so \(h\) falls from the left edge until the first stationary point. The two points
\[
x_b=\frac{1-m}{2},\qquad 1-x_b=\frac{1+m}{2}
\]
are thus minima, and by symmetry they have equal depth \(h_b\). No distribution can have a mean of \(h\) below \(h_b\). For \(x_b<X<1-x_b\) this bound is reached by placing a fraction \(\phi\) of the particles at \(1-x_b\) and the rest at \(x_b\), with
\[
\phi=\frac{X-x_b}{1-2x_b}.
\]
The equilibrium free energy per site is then \(\mu_0X+h_b\). Its slope is \(\mu_0\) throughout the interval, and this is the plateau.

**Q.** A fraction \(\phi\) of twenty particles is not always a whole number.

**A.** Right. The flat line belongs to a large number of particles. With short-ranged attraction (not with equal attraction between all pairs, where the energy depends on \(n\) alone) it also arises inside one large particle that splits into a poor and a rich part, if the energy of the boundary between them is negligible. In both cases the ions must have the freedom to distribute themselves unevenly.

**Q.** Show me that the construction survives contact with actual counting.

**A.** I take round model parameters, \(\Omega=0.10\) eV and \(T=300\) K. Then \(kT=0.025852\) eV and the threshold is \(2kT=0.0517\) eV, so we are well above it. The equation for \(m\) gives plateau ends at \(x_b=0.0247\) and \(1-x_b=0.9753\).

One test builds the lower convex envelope of \(g\) point by point. It has no straight piece for \(\Omega/kT=1.5\) and \(1.9\). For \(2.1\), \(3.0\) and the present \(3.87\) it has one, with ends that agree with the equation within the grid.

A second test does not use the large-number formula for the entropy. It sums over all fillings of \(M=2000\) sites with the original pair energies. When the potential goes from \(10kT/M\) below \(\mu_0\) to \(10kT/M\) above it, the mean filling goes from 0.0247 to 0.9753. This step spans only \(20kT/M\approx2.6\times10^{-4}\) eV. It is so narrow because a shift \(\eta\) of the potential changes the relative weight of the two minima by the factor \(\exp[M\eta(1-2x_b)/kT]\). For \(\eta=10kT/M\) this is about \(e^{9.5}\).

**Q.** Fine, there is a plateau in equilibrium. But equilibrium has one potential for each filling, so it has no hysteresis.

**A.** Agreed. Any hysteresis must come from states that are not the lowest ones and yet do not decay while we watch. Look at what \(\mu(x)\) does for a particle that stays uniform inside. For \(\Omega>2kT\) it is not monotonic: it rises, falls through the middle, and rises again. The turning points, called spinodal points, are where \(g''=0\):
\[
x(1-x)=\frac{kT}{2\Omega}.
\]
Write the two solutions as \((1\mp s)/2\). Their product is \((1-s^2)/4\), so
\[
1-s^2=\frac{2kT}{\Omega},\qquad s=\sqrt{1-\frac{2kT}{\Omega}} .
\]
I call the lower one \(x_s=(1-s)/2\); the upper one is \(1-x_s\). Between them \(g''<0\).

**Q.** And how far apart are the potentials at these two points?

**A.** At \(x_s\) we have \(1-2x_s=s\) and \(x_s/(1-x_s)=(1-s)/(1+s)\). The logarithm of the latter is \(-2\,\mathrm{artanh}\,s\). Hence
\[
\mu(x_s)-\mu_0=\Omega s-2kT\,\mathrm{artanh}\,s .
\]
Under \(x\to1-x\) both terms of \(\mu-\mu_0\) change sign, so the upper spinodal point has the opposite value. The distance is
\[
\Delta\mu=\mu(x_s)-\mu(1-x_s)=2\Omega s-4kT\,\mathrm{artanh}\,s .
\]

**Q.** That is a difference of two terms. Is it positive for certain?

**A.** Eliminate the temperature with \(kT=\Omega(1-s^2)/2\):
\[
\Delta\mu=2\Omega\,[\,s-(1-s^2)\,\mathrm{artanh}\,s\,].
\]
The bracket vanishes at \(s=0\). Since the derivative of \(\mathrm{artanh}\,s\) is \(1/(1-s^2)\), the derivative of the bracket is
\[
1+2s\,\mathrm{artanh}\,s-1=2s\,\mathrm{artanh}\,s>0 .
\]
So \(\Delta\mu\) is positive as soon as \(s>0\), that is, as soon as \(\Omega>2kT\).

For small \(s\) this derivative is about \(2s^2\), and the bracket is about \(2s^3/3\). Close to the threshold therefore
\[
\Delta\mu\approx\tfrac43\,\Omega s^3 .
\]
The distance opens slowly, with the power \(3/2\) of \(1-2kT/\Omega\). In the opposite limit \(T\to0\) we have \(s\to1\). The product \((1-s^2)\,\mathrm{artanh}\,s\) goes to zero, because the logarithm diverges more weakly than its factor vanishes. Then \(\Delta\mu\to2\Omega\).

**Q.** Put in the numbers.

**A.** We have \(s=0.69495\) and \(\mathrm{artanh}\,s=0.85747\). The spinodal points lie at 0.1525 and 0.8475, and
\[
\begin{aligned}
\Delta\mu&=2(0.10)(0.69495)-4(0.025852)(0.85747)\\
&=0.13899-0.08867=0.0503\ \text{eV}.
\end{aligned}
\]
A direct numerical search for the extrema of \(dg/dx\) gives the same value. The law for small \(s\) would give 0.0448 eV, 11 percent below the full expression, so these parameters are already outside its range.

**Q.** Then you are done: a particle goes up to one turning point on filling and down to the other on emptying.

**A.** Not if there is one particle and we control the charge. The current fixes how many ions are inside. A particle that stays uniform has no other freedom, so its potential is \(\mu(x)\) at each filling, in both directions. It runs through the falling middle part and retraces it on the way back. In the limit of vanishing current there is no hysteresis at all.

**Q.** So your turning points are useless?

**A.** For one particle under charge control they are harmless. They would matter if we controlled the potential instead: on raising it past \(\mu(x_s)\), the particle would have no nearby filling with that potential and would have to jump. In a powder each particle is in this position with respect to all the others, even though the charge of the whole electrode is controlled.

## Second half: many particles and the gap that stays

**Q.** Collect what you carry over, so that I can hold you to it.

**A.** A uniform particle with filling \(x\) has free energy \(g(x)\) per site and potential \(\mu=g'\). I now count energies from \(\mu_0\), so \(\mu_0=0\) and
\[
\mu(x)=\Omega(1-2x)+kT\ln\frac{x}{1-x},\qquad
g''(x)=\frac{kT}{x(1-x)}-2\Omega .
\]
For \(\Omega>2kT\) the curvature vanishes at the spinodal points \(x_s=(1-s)/2\) and \(1-x_s\), with \(s^2=1-2kT/\Omega\). The potential there is \(+\mu_s\) and \(-\mu_s\), where \(\mu_s=\Omega s-2kT\,\mathrm{artanh}\,s\). The distance is \(\Delta\mu=2\mu_s\). In true equilibrium the plateau lies at zero, between fillings \(x_b\) and \(1-x_b\). A particle is called poor below \(x_s\), rich above \(1-x_s\), and in the middle between them. The example has \(\Omega=0.10\) eV and \(kT=0.025852\) eV.

**Q.** Now put \(N\) particles in the electrode. What is fixed, and what is free?

**A.** The charge passed fixes the mean filling \(X\). The particles exchange ions through the electrolyte and electrons through the conducting matrix. I assume equal sizes, uniform filling inside each particle, and a current so small that this exchange keeps up. Then the electrode sits at a local minimum of \(\sum_i g(x_i)\) at fixed \(\sum_i x_i=NX\). A Lagrange multiplier \(\lambda\) for the constraint gives
\[
\mu(x_i)=\lambda\quad\text{for all } i .
\]
All particles share one potential, and \(-\lambda\) is what the voltmeter reads, up to the constant.

**Q.** Equal potentials make the state stationary, not stable.

**A.** So take small shifts \(v_i\) with \(\sum_iv_i=0\). The free energy changes by \(\tfrac12\sum_ih_iv_i^2\), where \(h_i=g''(x_i)\). Leave aside the borderline of a vanishing \(h_i\).

If all \(h_i>0\), the state is stable. If two are negative, say \(h_1\) and \(h_2\), the shift \(v_1=1,\ v_2=-1\) lowers the free energy, and the state is unstable. If one is negative, \(h_k=-|h_k|\), let particle \(k\) take up \(v_k\), which the others must supply. By the Cauchy inequality
\[
v_k^2=\Big(\sum_{i\ne k}v_i\Big)^2\le
\Big(\sum_{i\ne k}h_iv_i^2\Big)\,S,\qquad
S=\sum_{i\ne k}\frac1{h_i},
\]
with equality for \(v_i\propto1/h_i\). The least cost to the others is therefore \(v_k^2/S\), with the common factor \(\tfrac12\) left out. Stability requires \(v_k^2/S>|h_k|v_k^2\), that is
\[
|h_k|<\frac1S .
\]
This rule was tested against eigenvalues for groups of two to ten particles.

**Q.** So a particle can rest in the middle after all.

**A.** In a small group, yes. In a large one hardly. A particle in the middle implies \(|\lambda|\le\mu_s\). The other fillings then stay away from 0 and 1, and their curvatures are below some fixed bound \(H\). Hence \(S\ge(N-1)/H\), and the rule demands \(|h_k|<H/(N-1)\). For large \(N\) the particle must be very close to a spinodal point. Rich particles are stiff, with curvatures near 3 eV in the example, so when no poor ones are left the approach is slow: the last of twenty particles is still stable up to a filling of about 0.36, the last of a hundred up to about 0.19. The others act as a reservoir, and a particle facing a large reservoir is in effect held at fixed potential.

**Q.** Fill the electrode, then. What happens first?

**A.** All particles start poor. They fill together, with \(X=x_i\), and \(\lambda\) follows \(\mu(X)\) up to \(\mu_s\). If all went on together past \(x_s\), at least two curvatures would be negative, which is unstable. The common advance ends there.

**Q.** Identical particles would have no reason to choose who goes on.

**A.** Real ones differ a little, and I assume a small spread of site energies. The particle with the lowest site energy passes its spinodal point first. It stays stable until \(|h_k|=1/S\), and then one direction becomes unstable. In that direction it gains ions and all the others lose some.

**Q.** Why does it not stop halfway, and why do the others not follow at once?

For attraction above \(2kT\) there is an equilibrium plateau, but a single uniform particle under charge control shows no hysteresis at vanishing current; in a group that fills together, the common advance ends near the spinodal point, where one particle becomes unstable and draws ions from the others. It remains to show why that particle does not stop halfway, why the others wait, and what gap between filling and emptying results.

All numerical values are calculated from the stated model.
